# Image charge seen from silicon at an oxide interface

## Problem

A point charge $q$ sits in silicon at a distance $d$ from a flat, thick layer of silicon dioxide. The relative permittivities are $\epsilon_s=11.7$ for silicon and $\epsilon_o=3.9$ for the oxide. For an observer in the silicon, the effect of the interface can be replaced by an image charge $q'=fq$ at the mirror point.

(a) Find the fraction $f$, including its sign.

(b) An ionised phosphorus donor, $q=+e$, lies $10\ \mathrm{nm}$ below the oxide. Find the force that the interface exerts on it, and the energy needed to bring it there from deep silicon.

(c) How do a metal gate behind the oxide and mobile carriers in the silicon change the answer?

For (a) and (b), both materials are static, linear, local and isotropic dielectrics that meet at a sharp plane. There is no free charge on the plane, no metal nearby and no mobile charge. The silicon fills $z>0$, the oxide fills $z<0$, and the charge is at $z=d$ on the axis $\rho=0$. The image is used with the permittivity of silicon, as the real charge is; another convention would give another number for $f$.

## First estimate by scaling

The equations are linear in the charge, so $q'$ is proportional to $q$. The only length is $d$, so a dimensionless fraction cannot depend on it. Multiplying both permittivities by one factor rescales all potentials alike, so $f$ depends only on $\epsilon_o/\epsilon_s$. It vanishes when the two are equal.

To estimate its size, take $q>0$ and let $E_0$ be the normal field of the charge at some point of the plane, directed towards the oxide. If this field were the same on both sides, the displacement would be $\epsilon_0\epsilon_sE_0$ in silicon and $\epsilon_0\epsilon_oE_0$ in oxide. Without free charge these must be equal, so something has to remove the mismatch $\epsilon_0(\epsilon_s-\epsilon_o)E_0$.

Bound charge on the plane does this. A positive sheet adds a normal field $E'$ pointing away from the plane on each side. It lowers the displacement towards the oxide by $\epsilon_0\epsilon_sE'$ in silicon and raises it by $\epsilon_0\epsilon_oE'$ in oxide. As a rough measure, give both sides the permittivity of silicon:

$$2\epsilon_sE'\approx(\epsilon_s-\epsilon_o)E_0 .$$

An image $fq$ at the mirror point produces, on the silicon side of the plane, a normal field of size $fE_0$ pointing into the silicon. Hence $f=E'/E_0$, and

$$f_{\text{est}}=\frac{\epsilon_s-\epsilon_o}{2\epsilon_s}=\frac{7.8}{23.4}=+\frac13 .$$

The estimate gives an image of the same sign as the charge, and therefore repulsion.

For the energy, the natural scale is that of two elementary charges a distance $2d$ apart in silicon. With $e^2/(4\pi\epsilon_0)=1.43996\ \mathrm{eV\,nm}$,

$$\frac{e^2}{4\pi\epsilon_0\epsilon_s(2d)}=\frac{1.43996}{11.7\times20}\ \mathrm{eV}=6.15\ \mathrm{meV}.$$

One third of this is $2.05\ \mathrm{meV}$.

## Exact solution of the model

### The two potentials

Let $r_1=\sqrt{\rho^2+(z-d)^2}$ be the distance from the real charge and $r_2=\sqrt{\rho^2+(z+d)^2}$ the distance from its mirror point. Try

$$\phi_s=\frac{1}{4\pi\epsilon_0\epsilon_s}\left(\frac{q}{r_1}+\frac{q'}{r_2}\right)\quad(z>0),$$

$$\phi_o=\frac{1}{4\pi\epsilon_0\epsilon_o}\frac{q''}{r_1}\quad(z<0).$$

The mirror point lies outside the silicon, so the $q'$ term adds no source there. The point $r_1=0$ lies outside the oxide, so $\phi_o$ has no source in the oxide. Poisson's equation therefore holds on each side for any $q'$ and $q''$, and the boundary conditions fix both.

On the plane $r_1=r_2=s$, with $s=\sqrt{\rho^2+d^2}$. Continuity of the potential gives

$$\frac{q+q'}{\epsilon_s}=\frac{q''}{\epsilon_o}.$$

For the normal displacement we need

$$\left.\frac{\partial}{\partial z}\frac1{r_1}\right|_{0}=\frac{d}{s^3},\qquad
\left.\frac{\partial}{\partial z}\frac1{r_2}\right|_{0}=-\frac{d}{s^3}.$$

Continuity of $\epsilon\,\partial\phi/\partial z$ cancels the permittivity in front of each potential and leaves

$$q-q'=q''.$$

The common factors $1/s$ and $d/s^3$ have dropped out, so both conditions hold at every point of the plane. This is why a single point image suffices.

Insert the second condition into the first and multiply by $\epsilon_s\epsilon_o$:

$$\epsilon_o(q+q')=\epsilon_s(q-q').$$

Collecting $q'$ on the left gives $(\epsilon_s+\epsilon_o)q'=(\epsilon_s-\epsilon_o)q$, or

$$\boxed{f=\frac{q'}{q}=\frac{\epsilon_s-\epsilon_o}{\epsilon_s+\epsilon_o}=\frac{7.8}{15.6}=+0.50}$$

No other solution exists. The difference $\psi$ of two solutions would have no source and would vanish far away. Integrating $\psi\,\nabla\cdot(\epsilon\nabla\psi)=0$ by parts, with the interface terms cancelling by continuity, gives $\int\epsilon|\nabla\psi|^2\,dV=0$. Since $\epsilon>0$, $\psi$ is constant, and the constant is zero.

### Two other fractions

An observer in the oxide sees a charge $q''=q-q'=(1-f)q=+0.50\,q$ at the position of the real one, used with the permittivity of oxide. It equals $q'$ here because $\epsilon_s/\epsilon_o=3$ makes $f=1/2$; for other ratios the two differ.

If the real charge is in the oxide, the permittivities exchange roles. The image seen from the oxide is then $-0.50\,q$, and the charge is attracted towards the silicon. The sign belongs to the side on which the charge sits.

### Where the sign comes from

The normal displacement $D$ is common to both sides of the plane. The normal polarization is $P=D-\epsilon_0E=D(1-1/\epsilon)$, which is larger in the material with the larger $\epsilon$. For a positive charge in silicon, $D$ points towards the oxide. The silicon then ends in positive bound charge of density $|D|(1-1/\epsilon_s)$, and the oxide begins with negative bound charge of density $-|D|(1-1/\epsilon_o)$. Their sum is

$$\sigma=|D|\left(\frac1{\epsilon_o}-\frac1{\epsilon_s}\right)>0 .$$

From $\phi_o$, $|D|=q''d/(4\pi s^3)$. With $q''/\epsilon_o=(q+q')/\epsilon_s$ and $q''=q-q'$, the bracket gives

$$\sigma=\frac{d}{4\pi s^3}\,\frac{(q+q')-(q-q')}{\epsilon_s}=\frac{q'd}{2\pi\epsilon_ss^3}.$$

The total follows from $\int_0^\infty d\,\rho\,d\rho/(\rho^2+d^2)^{3/2}=1$:

$$\int_0^\infty\sigma\,2\pi\rho\,d\rho=\frac{q'}{\epsilon_s}=\frac{0.50\,e}{11.7}=+0.043\,e .$$

The actual charge on the plane is thus much smaller than $q'$. The image is $0.50\,e$ because, by convention, its field is divided by $\epsilon_s$.

### Force and energy

The image is $2d$ away from the real charge, so the force along $+z$, away from the oxide, is

$$F=\frac{q\,q'}{4\pi\epsilon_0\epsilon_s(2d)^2}=\frac{f\,q^2}{16\pi\epsilon_0\epsilon_sd^2}.$$

It contains $q^2$, so an electron in silicon is repelled by its own image just as a positive ion is. For the donor, the image field is

$$\frac Fe=\frac{0.50\times1.43996}{4\times11.7\times10^2}\ \mathrm{V/nm}=1.54\times10^{-4}\ \mathrm{V/nm},$$

which is $1.54\ \mathrm{kV/cm}$. Multiplied by $e$, this is a force of $2.46\times10^{-14}\ \mathrm N$ away from the oxide. The energy $W$ is the work done against this force on the way from deep silicon:

$$W=\int_d^\infty\frac{f\,q^2}{16\pi\epsilon_0\epsilon_sz^2}\,dz=\frac{f\,q^2}{16\pi\epsilon_0\epsilon_sd}.$$

$$W=\frac{0.50\times1.43996}{4\times11.7\times10}\ \mathrm{eV}=1.54\ \mathrm{meV}=2.46\times10^{-22}\ \mathrm J .$$

The image potential at the donor is $3.08\ \mathrm{mV}$, and $W$ is half of $e$ times this value. The half appears because the image is not a fixed charge: it retreats as the donor retreats, so the force falls as $1/(2z)^2$ with both charges moving.

At $300\ \mathrm K$ the thermal energy is $kT=25.9\ \mathrm{meV}$, so $W$ is about 6 percent of $kT$. The donor is held by the lattice and does not move under the force. What $W$ measures is how much more an ionised donor costs electrostatically at this depth than in deep silicon.

## Comparison

| Quantity | Scaling | Exact in the model |
|---|---:|---:|
| $f$ | $+0.33$ | $+0.50$ |
| $W$ (meV) | $2.05$ | $1.54$ |

The scaling argument has the right sign and order of magnitude. Its fraction is one third too small, relative to the exact one, because it gave the oxide the permittivity of silicon. The oxide carries less displacement for a given field, so a stronger sheet is needed to remove the mismatch. With the contrast $\delta=(\epsilon_s-\epsilon_o)/\epsilon_s=2/3$, the exact result is

$$f=\frac{\delta}{2-\delta}=\frac\delta2\left(1+\frac\delta2+\frac{\delta^2}{4}+\cdots\right)=\frac13+\frac19+\frac1{27}+\cdots=\frac12 .$$

The estimate is the first term, which is accurate for small contrast.

The estimated energy is too large by a factor $4/3$. The low fraction contributes a factor $2/3$, and the missing one half for the moving image contributes a factor $2$.

The limits show where the estimate fails. As $\epsilon_o/\epsilon_s\to0$, the exact fraction tends to $+1$, while the estimate stops at $+1/2$. As $\epsilon_o/\epsilon_s\to\infty$, the exact fraction tends to $-1$, the value for a grounded metal, while the estimate grows without bound.

## A metal gate and mobile carriers

### One formula for both

Put a grounded metal at $z=-t$, behind oxide of thickness $t$. Let the silicon contain mobile carriers of mean density $n$, uniform up to the interface, whose response is linear and follows Boltzmann statistics. Their charge adds a term to Poisson's equation, which away from the donor becomes

$$\nabla^2\phi=\kappa^2\phi,\qquad \kappa^2=\frac{e^2n}{\epsilon_0\epsilon_skT}.$$

Expand the potential in Bessel functions $J_0(k\rho)$, where $k$ is the wave number along the plane. In silicon each component varies as $e^{\pm pz}$ with $p=\sqrt{k^2+\kappa^2}$. In units of $q/(4\pi\epsilon_0\epsilon_s)$, the source is $4\pi$ times a three-dimensional delta function. Its in-plane part is $(1/2\pi)\int_0^\infty kJ_0(k\rho)\,dk$, so the component $g(z)$ obeys

$$-g''+p^2g=2k\,\delta(z-d).$$

The slope must drop by $2k$ at $z=d$, which gives $g=(k/p)e^{-p|z-d|}$ without an interface. With the interface, a reflected part of amplitude $R$ is added:

$$g_s=\frac kp\left[e^{-p|z-d|}+R\,e^{-p(z+d)}\right],\qquad g_o=C\sinh k(z+t).$$

The second form vanishes at the metal. Write $a=(k/p)e^{-pd}$. At $z=0$ the potential and the normal displacement are continuous:

$$a(1+R)=C\sinh kt,\qquad \epsilon_sp\,a(1-R)=\epsilon_ok\,C\cosh kt .$$

Dividing the second by the first removes $a$ and $C$. With $G=\epsilon_ok\coth kt$, we have $\epsilon_sp(1-R)=G(1+R)$, hence

$$R=\frac{\epsilon_sp-G}{\epsilon_sp+G}.$$

At the donor, a point image of fraction $f$ would give the potential $f/(2d)$ in these units. The effective fraction is therefore $2d$ times the reflected potential. Using $k\,dk=p\,dp$,

$$f_{\text{eff}}=2d\int_0^\infty\frac kp\,R\,e^{-2pd}\,dk=2d\int_\kappa^\infty R\,e^{-2pd}\,dp .$$

For $t\to\infty$ and $\kappa=0$, $R=f$ for every $k$, and the integral returns $f$. Otherwise $R$ depends on $k$, and $f_{\text{eff}}$ describes the potential at the donor alone. It also depends on $d$, so it may be used in the formula for $W$ but not in the one for $F$.

### Numbers

The integral was evaluated by adaptive quadrature for $d=10\ \mathrm{nm}$, with one effect present at a time.

| Case | $f_{\text{eff}}$ |
|---|---:|
| No gate, no carriers | $+0.50$ |
| Gate behind $100\ \mathrm{nm}$ of oxide | $+0.40$ |
| Gate behind $10\ \mathrm{nm}$ of oxide | $-0.08$ |
| Carriers, $n=10^{15}\ \mathrm{cm^{-3}}$, $300\ \mathrm K$ | $+0.45$ |

With the thin oxide the sign is reversed. Without carriers, $R$ is negative when $\tanh kt<\epsilon_o/\epsilon_s=1/3$, that is, for $kt<\tfrac12\ln2$. These long waves reach the metal. Their share of the weight $2d\,e^{-2kd}$ is $1-2^{-d/t}$, which is 7 percent for $t=100\ \mathrm{nm}$ and 50 percent for $t=10\ \mathrm{nm}$. For $t=d$ the average can be done exactly. With $u=e^{-2kd}$ the weight becomes $du$ on the interval from 0 to 1, $\coth kt=(1+u)/(1-u)$, and $\epsilon_s/\epsilon_o=3$ gives

$$R=\frac{1-2u}{2-u}=2-\frac{3}{2-u},\qquad f_{\text{eff}}=\int_0^1R\,du=2-3\ln2=-0.08 .$$

The negative half of the weight contributes $-0.22$ and the positive half $+0.14$.

The reversed sign belongs to the potential and the energy, not to the force at this depth. The force contains one more factor $p$, which favours short waves. For $t=d$ its weight is $-\ln u\,du$, and the fraction to be used in the formula for $F$ is

$$-\int_0^1R\ln u\,du=2-3\sum_{n=1}^\infty\frac{1}{2^n n^2}=+0.25 .$$

The donor is still pushed away from the oxide, with about half the force found without a gate.

The carriers have a screening length $1/\kappa=129\ \mathrm{nm}$, much longer than $d$, and lower the fraction by about 10 percent of its value. This is the part due to the interface; screening in bulk silicon adds an energy that does not depend on depth. The linear treatment needs the potential energy of a carrier in the donor's field to be small compared with $kT$ where most of the screening charge lies. At $10\ \mathrm{nm}$ from the donor this energy is $1.44/(11.7\times10)\ \mathrm{eV}=12\ \mathrm{meV}$, about half of $kT$, but few carriers are so close. At the distance $1/\kappa$ it is at most $1.44/(11.7\times129)\ \mathrm{eV}\approx1\ \mathrm{meV}$ in bulk silicon, far below $kT$. The small effect belongs to this low density. At $n=10^{17}\ \mathrm{cm^{-3}}$, where $1/\kappa=13\ \mathrm{nm}$, the same formula gives $f_{\text{eff}}=+0.14$, and at $10^{18}\ \mathrm{cm^{-3}}$, where $1/\kappa=4\ \mathrm{nm}$, less than $+0.01$. At such densities the screening charge lies where the potential energy is no longer small compared with $kT$, so these two values show only the trend.

## Beside a real device

The two permittivities are the usual rough values for silicon and thermally grown oxide, and a depth of $10\ \mathrm{nm}$ is in the range of shallow implanted donors. In a device with a metal gate behind $10\ \mathrm{nm}$ of oxide, the assumption of no nearby metal fails: the gate moves the fraction from $+0.50$ to $-0.08$ in this model. The model also leaves out the field that the gate itself applies, through its voltage or its work function. A drop of only $0.1\ \mathrm V$ across this oxide means $100\ \mathrm{kV/cm}$ in the oxide and, without interface charge, one third of that, $33\ \mathrm{kV/cm}$, in the silicon beside it. This is about twenty times the image field found without a gate, and about forty times the one that remains with it. It also makes the carrier density near the interface non-uniform. The image terms are then a small correction to the field in the device. Where no gate is near, fixed interface charge also matters. A density $N=10^{10}\ \mathrm{cm^{-2}}$, a rough value for a good interface, would give a field of at most $eN/(\epsilon_0\epsilon_s)=1.55\ \mathrm{kV/cm}$ in silicon if it were smeared out evenly and all its flux entered the silicon, as large as the image field without a gate. With thick oxide and no carriers the flux divides between the two sides, and the smeared field is $eN/[\epsilon_0(\epsilon_s+\epsilon_o)]=1.16\ \mathrm{kV/cm}$. Its charges are in fact about $1/\sqrt N=100\ \mathrm{nm}$ apart, so the local field varies from donor to donor and can exceed this value close to one of them. Finally, a real interface is not a mathematical plane. For thick oxide without a gate, an uncertainty of $0.3\ \mathrm{nm}$ in its position changes $W$ by about 3 percent at this depth, and by more for shallower donors, since $W\propto1/d$.

All numerical values are calculated from the stated model.
